# Second-order wavefunction errors and fourth-order energy errors of linearized radial functions

In a solid, the wavefunction near a nucleus can be built from solutions of the radial Schrödinger equation there, but these depend on the energy of the state, which is not yet known. If these energy-dependent functions are used as a basis, the matrix problem depends on its own eigenvalue, and the levels must be found by a search in energy. If instead the radial function is frozen at one fixed energy, a single diagonalization gives the levels around that energy together, but their errors grow quickly with the distance from it: in the model computed below, a level only 0.1 hartree from the fixed energy comes out wrong by 0.030 hartree. Adding the energy derivative of the radial function to the basis keeps the single diagonalization and reduces this error to $3.1\times10^{-5}$ hartree. The reason is a pair of power laws, one for the state and one for its energy.

Consider one Bloch state $\psi$ of energy $E$ at a fixed wavevector, in Hartree atomic units. The potential is taken to be spherical inside an atomic sphere of radius $R$ and arbitrary outside. For angular momentum $l$ write the radial function as $u=P/r$. The function $P(r,E)$ is the solution, regular at the origin, of

$$(h-E)P(E)=0,\qquad h=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+V(r),\qquad \langle P(E)|P(E)\rangle=1 .$$

Brackets of radial functions denote $\int_0^R dr$, and all radial functions are real. The sign of $P$ is chosen so that it varies smoothly with energy. A prime means $d/dr$ and a dot means $d/dE$. Let $E_\nu$ be the fixed linearization energy and $\varepsilon=E-E_\nu$. The symbols $P,\dot P,\ddot P$ without an argument are taken at $E_\nu$.

Differentiating the radial equation once and twice with respect to energy gives

$$(h-E_\nu)\dot P=P,\qquad (h-E_\nu)\ddot P=2\dot P .$$

Differentiating the normalization once and twice gives

$$\langle P|\dot P\rangle=0,\qquad \langle P|\ddot P\rangle=-N,\qquad N\equiv\langle\dot P|\dot P\rangle .$$

Inside the sphere the linearized basis contains $P$ and $\dot P$, and nothing else for this $l$. Each basis function is joined at $R$, in value and slope, to a function outside. For this to work, the pair must be able to take any value and slope at $R$. Green's identity decides the matter. For two functions $f,g$ that vanish at the origin like $r^{l+1}$, integration by parts gives

$$\langle f|hg\rangle-\langle hf|g\rangle=-\tfrac12 W(f,g),\qquad W(f,g)=(fg'-f'g)_{r=R}.$$

With $f=P$ and $g=\dot P$ the left side is $\langle P|E_\nu\dot P+P\rangle-E_\nu\langle P|\dot P\rangle=1$, so

$$W(P,\dot P)=-2 .$$

This determinant is never zero. There is therefore exactly one combination $\varphi=aP+b\dot P$ with the same value and slope at $R$ as the true function $P(E)$.

Its coefficients follow from the same identity. Define the overlaps

$$S=\langle P|P(E)\rangle,\qquad T=\langle\dot P|P(E)\rangle .$$

Because $\varphi$ and $P(E)$ agree in value and slope at $R$, we have $W(P,P(E))=W(P,\varphi)=bW(P,\dot P)=-2b$. Hence

$$b=-\tfrac12W(P,P(E))=\langle P|hP(E)\rangle-\langle hP|P(E)\rangle=(E-E_\nu)S=\varepsilon S .$$

Likewise $W(P(E),\dot P)=aW(P,\dot P)=-2a$, and

$$a=\langle P(E)|h\dot P\rangle-\langle hP(E)|\dot P\rangle
=E_\nu T+S-ET=S-\varepsilon T .$$

No expansion has been made so far. Now insert $P(E)=P+\varepsilon\dot P+\tfrac12\varepsilon^2\ddot P+O(\varepsilon^3)$ into the overlaps:

$$S=1-\tfrac12N\varepsilon^2+O(\varepsilon^3),\qquad
T=N\varepsilon+\tfrac12\langle\dot P|\ddot P\rangle\varepsilon^2+O(\varepsilon^3).$$

It follows that $a=1-\tfrac32N\varepsilon^2+O(\varepsilon^3)$ and $b=\varepsilon+O(\varepsilon^3)$. The terms of order zero and one cancel in the difference between the matched and the true function:

$$\delta\equiv\varphi-P(E)=-\tfrac12\varepsilon^2\left(\ddot P+3NP\right)+O(\varepsilon^3).$$

This is the second-order error of the radial function. Its projection on $P$ is $\langle P|\delta\rangle=-N\varepsilon^2$ to this order, since $\langle P|\ddot P\rangle=-N$. This projection appears because $\varphi$ has been matched at the boundary and not normalized; normalizing $\varphi$ would replace $3NP$ by $NP$ and leave an error orthogonal to $P$ at second order.

The energy needs one more exact relation, which shows how badly $\varphi$ fails to solve the radial equation at the true energy. Since $(h-E)P=-\varepsilon P$ and $(h-E)\dot P=P-\varepsilon\dot P$,

$$(h-E)\varphi=(b-\varepsilon a)P-\varepsilon b\dot P=\varepsilon^2\left(TP-S\dot P\right).$$

The last form uses $b-\varepsilon a=\varepsilon S-\varepsilon S+\varepsilon^2T$. The residual is thus itself of second order.

Now build a trial state $\tilde\psi$ for the whole crystal. Outside the sphere it equals the exact $\psi$. Inside, $\psi$ is a sum of terms $c_{lm}P_l(r,E)Y_{lm}/r$, and in each of them $P_l(E)$ is replaced by $\varphi_l$. The result is continuous in value and slope, so $H\tilde\psi$ contains no surface term at $R$. It lies in the linearized space provided that the outside basis can represent the outside part of $\psi$ and that every $l$ present in $\psi$ is kept. Let $\psi$ be normalized. As $(H-E)\tilde\psi$ vanishes outside the sphere and different spherical harmonics are orthogonal, the energy of the trial state is

$$\tilde E=E+\frac{1}{\|\tilde\psi\|^2}\sum_{lm}|c_{lm}|^2K_l,\qquad K=\langle\varphi|h-E|\varphi\rangle .$$

With the residual above and $\langle P|\dot P\rangle=0$,

$$K=\varepsilon^2\left(aT-bSN\right)=\varepsilon^2\left[T(S-\varepsilon T)-\varepsilon S^2N\right].$$

In the bracket, $TS=N\varepsilon+\tfrac12\langle\dot P|\ddot P\rangle\varepsilon^2+O(\varepsilon^3)$ and $\varepsilon S^2N=N\varepsilon+O(\varepsilon^3)$, while $\varepsilon T^2$ is $O(\varepsilon^3)$. The terms linear in $\varepsilon$ cancel, and

$$K=\tfrac12\varepsilon^4\langle\dot P|\ddot P\rangle+O(\varepsilon^5)=\tfrac14\varepsilon^4\frac{dN}{dE}+O(\varepsilon^5).$$

The cancellation has a simple origin. Write $\varphi=P(E)+\delta$. The term $\langle\delta|(h-E)P(E)\rangle$ vanishes because $P(E)$ solves its equation. The term $\langle P(E)|(h-E)\delta\rangle$ vanishes by Green's identity, because $\delta$ has neither value nor slope at $R$. What remains is $K=\langle\delta|h-E|\delta\rangle$, a product of two second-order quantities.

The trial state was built with knowledge of the exact solution. A calculation finds instead an eigenstate of $H$ within the linearized space, and it must be shown that this eigenstate obeys the same laws. Let the space be finite-dimensional, with normalized eigenvectors $v_j$ and levels $E_j$, and expand $\tilde\psi/\|\tilde\psi\|=\sum_jd_jv_j$. For any $\eta$ in the space, $\langle\eta|H-E|\tilde\psi\rangle$ is the overlap of $\eta$ with the residual in the sphere. The norm of the residual, relative to that of $\tilde\psi$, is

$$\rho=\frac{\varepsilon^2}{\|\tilde\psi\|}\Big[\sum_{lm}|c_{lm}|^2\left(T_l^2+S_l^2N_l\right)\Big]^{1/2}.$$

Projection onto the space cannot lengthen a vector, so $\sum_j|d_j|^2(E_j-E)^2\le\rho^2$. The mean of the $E_j$ with weights $|d_j|^2$ is $\tilde E$, and a mean square deviation is smallest about the mean. Therefore

$$\sum_j|d_j|^2(E_j-\tilde E)=0,\qquad \sum_j|d_j|^2(E_j-\tilde E)^2\le\rho^2 .$$

Let $E_{\rm lin}$ be the level nearest to $\tilde E$, with eigenvector $v_0$. Let $g$ be the distance from $\tilde E$ to the nearest of the other levels, and suppose $\rho<g$. The second relation gives $\sum_{j\ne0}|d_j|^2\le\rho^2/g^2$, hence $|d_0|^2\ge1-\rho^2/g^2$. The first relation gives

$$|d_0|^2\,|E_{\rm lin}-\tilde E|\le\sum_{j\neq0}|d_j|^2|E_j-\tilde E|\le\frac1g\sum_{j\ne0}|d_j|^2(E_j-\tilde E)^2\le\frac{\rho^2}{g}.$$

Dividing by $|d_0|^2$ yields

$$|E_{\rm lin}-\tilde E|\le\frac{\rho^2/g}{1-\rho^2/g^2}.$$

Since $\rho=O(\varepsilon^2)$, the right side is $O(\varepsilon^4)$ as long as $g$ does not shrink to zero when $\varepsilon\to0$. Together with $\tilde E-E=O(\varepsilon^4)$ this proves $E_{\rm lin}-E=O(\varepsilon^4)$. For the state, choose the phase of $v_0$ so that $d_0>0$. The squared distance between the normalized trial state and $v_0$ is $2(1-d_0)\le2(1-d_0^2)\le2\rho^2/g^2$, so the distance is $O(\varepsilon^2)$. The trial state itself differs from $\psi$ by $O(\varepsilon^2)$, and so does the computed eigenstate.

The argument does not require $\psi$ to be the lowest state. If it is the lowest, the variational principle adds the ordering $E\le E_{\rm lin}\le\tilde E$. With several channels or several spheres, each with its own $E_\nu$, the contributions add and $\varepsilon$ stands for the largest distance. Levels that are degenerate by symmetry are first separated by their symmetry labels.

The conditions also show where the laws fail. A truncated outside basis, a truncated sum over $l$, or a nonspherical potential inside the sphere brings errors that need not vanish at $\varepsilon=0$. If another level of the linearized problem comes close, $g$ is small and the bound is lost. If two bands of the same $l$ lie far apart, one $E_\nu$ cannot be close to both. One measure of the size of $\varepsilon$ is $\sqrt N|\varepsilon|$, the norm of the first correction $\varepsilon\dot P$ relative to that of $P$. It concerns the sphere alone and does not by itself tell how closely the power laws are followed; the bound above also contains $g$.

It is instructive to see what is lost without $\dot P$. A single function $P$ can be matched in value, if $P(R)\ne0$, but not in slope as well. The matched function is $P(R,E)P/P(R)$, and its error is

$$\delta_0=\varepsilon\left(\frac{\dot P(R)}{P(R)}P-\dot P\right)+O(\varepsilon^2),\qquad \delta_0'(R)=\frac{2\varepsilon}{P(R)}+O(\varepsilon^2).$$

The slope follows from $W(P,\dot P)=-2$. The trial state now has a kink, and its kinetic energy must be computed from the squared gradient. The terms linear in $\delta_0$ still drop out, since $\delta_0(R)=0$. With $(h-E_\nu)\delta_0=-\varepsilon P$ to leading order, the quadratic term is $-\varepsilon^2\dot P(R)/P(R)$ for each unit of weight in the channel. For the lowest state this limits the energy error to second order. If that state is separated from the next by a gap, an energy error of order $\varepsilon^2$ allows an admixture of higher states with amplitude of order $\varepsilon$, so the state error is of first order. The derivative function raises both orders: from one to two for the state, and from two to four for the energy.

A second contrast shows the role of the variational step. The boundary condition at $R$ fixes the ratio

$$\omega=\frac ba=\frac{\varepsilon}{1-\varepsilon T/S}=\varepsilon+N\varepsilon^3+O(\varepsilon^4).$$

If one reads the energy directly from the function $P+\omega\dot P$ as $E_\nu+\omega$, the error is of third order. The expectation value of $h$ in the same function does better. From $h(P+\omega\dot P)=E_\nu(P+\omega\dot P)+\omega P$ it equals

$$E_\nu+\frac{\omega}{1+N\omega^2}=E_\nu+\omega-N\omega^3+\dots,$$

and the cubic error is removed.

For numbers, take a spherical cell of radius 3 bohr containing the potential $-2\,e^{-(r/1.5)^2}$ hartree, with $r$ in bohr, and a sphere of radius $R=2.5$ bohr. Zero slope of $u$ at the cell surface represents the bottom of a band, and zero value represents its top. This is a cellular model with round parameters. The derivation carries over, since the trial state keeps the exact behaviour at the cell surface. Between the sphere and the cell surface, $u$ is expanded in polynomials in $r$ up to degree 8, and the errors quoted below belong to this outer basis. A richer outer basis can bend sharply just outside $R$ and so relaxes the slope condition: raising the degree to 20 lowers the energy errors with $\dot P$ quoted for $\varepsilon=0.1$ hartree and for the band edges by 2 to 3% (for example $3.1\times10^{-5}$ becomes $3.0\times10^{-5}$ hartree), while those with $P$ alone do not change in the digits shown. Reference energies come from a separate diagonalization in polynomials that span the whole cell.

The bottom of the lowest s band lies at $E=-0.529079$ hartree. Place $E_\nu$ at $-0.629079$ hartree, so that $\varepsilon=0.1$ hartree. In atomic units the sphere gives $N=1.44212$, $S=0.991660$ and $T=0.154749$. Then

$$a=0.991660-0.1\times0.154749=0.976185,\qquad b=0.1\times0.991660=0.099166 .$$

These agree with the coefficients found by solving the two matching equations numerically. The sphere contribution is

$$K=0.01\left[0.154749\times0.976185-0.1\times0.991660^2\times1.44212\right]=9.25\times10^{-5}\ \text{hartree}.$$

The two products are 0.15106 and 0.14182, so the cancellation is plainly visible. The leading term $\tfrac14\varepsilon^4dN/dE$ gives $1.09\times10^{-4}$ hartree, which is 18% above the full $K$; at this $\varepsilon$ the higher orders still count. The weight of the state in the sphere is 0.8715, and

$$\|\tilde\psi\|^2=1-0.8715+0.8715\,(a^2+b^2N)=0.9713 .$$

Hence $\tilde E-E=0.8715\times9.25\times10^{-5}/0.9713=8.3\times10^{-5}$ hartree. By comparison, $E_\nu+\omega$ is wrong by $1.6\times10^{-3}$ hartree, close to $N\varepsilon^3=1.4\times10^{-3}$ hartree.

The diagonalization gives $E_{\rm lin}-E=3.1\times10^{-5}$ hartree, lower than the trial error, as the ordering for a lowest state demands. With $\rho=0.011375$ and $g=0.951$ hartree, the bound on $|E_{\rm lin}-\tilde E|$ is $1.36\times10^{-4}$ hartree, and the actual difference is $5.2\times10^{-5}$ hartree. The variational state is free to readjust, and here this removes more than half of the trial error.

Moving $E_\nu$ closer to the level tests the powers. When $\varepsilon$ falls from 0.2 to 0.025 hartree in three halvings, the energy error of the linearized basis falls from $4.3\times10^{-4}$ to $1.3\times10^{-7}$ hartree. The order inferred from successive halvings is 3.80, 3.90 and 3.95, approaching four. The state error, measured as the norm of the difference of normalized states, has order 1.99 in the last halving. With $P$ alone the corresponding orders are 1.92 for the energy and 0.96 for the state. A d band gives 3.97 and 1.99. The second s band gives 3.81 and 1.78, further from the integers. The laws hold in the limit of small $\varepsilon$, and values below 0.025 hartree were not computed.

One $E_\nu$ can serve a whole band if the band is narrow. The lowest s band is 0.1248 hartree wide, and with $E_\nu$ at its middle both edges have $|\varepsilon|=0.0624$ hartree. With $P$ alone the bottom is too high by 0.0163 hartree and the top by 0.0420 hartree, so the width is overestimated by 0.0257 hartree, or 21%. With $\dot P$ included the two errors are $5.8\times10^{-6}$ and $7.5\times10^{-6}$ hartree, that is 0.16 and 0.20 meV. These are errors of linearization within the model and say nothing about the quality of the potential. The fourth power also tells how they grow: at leading order, doubling the distance from $E_\nu$ multiplies the energy error by sixteen, though at larger distances the factor departs from this and depends on the sign of $\varepsilon$. For the bottom of the lowest s band it lies between 11 and 22 for doublings up to $|\varepsilon|=0.5$ hartree, where the error reaches 0.3 eV with $E_\nu$ below the level and 1.1 eV with $E_\nu$ above it. A wide energy range therefore needs more than one linearization energy per channel. Dividing it into parts, each with its own $E_\nu$, costs one diagonalization per part, and states from different parts are then not exactly orthogonal. The numerical output lists the remaining values.

## Values computed for the example and the checks

```
well depth 2.0 hartree, well width 1.5 bohr
sphere radius 2.5 bohr, cell radius 3.0 bohr
s band bottom, reference energy: -0.52907866 hartree
errors at s band bottom; energies in hartree, state errors are norms
eps      E(u only)  E(u,udot)  E(trial)   state(u)   state(u,udot)
0.200    9.466e-02  4.262e-04  1.022e-03  3.113e-01  1.326e-02
0.100    3.000e-02  3.070e-05  8.296e-05  1.737e-01  3.389e-03
0.050    8.401e-03  2.056e-06  5.933e-06  9.163e-02  8.561e-04
0.025    2.217e-03  1.330e-07  3.970e-07  4.703e-02  2.151e-04
orders from the last halving of eps (pure numbers):
  u only: energy 1.922, state 0.962
  u and udot: energy 3.950, state 1.993
  trial state: energy 3.901
d band bottom: 0.435652 hartree, orders: energy 3.973, state 1.993
second s band bottom: 0.311142 hartree, orders: energy 3.814, state 1.776
worked case: s band bottom, eps = 0.1 hartree
  Enu = -0.629079 hartree
  P*Pdot' - P'*Pdot at sphere radius = -2.00000000
  N = 1.442124 hartree^-2
  S = 0.99166012, T = 0.15474854 hartree^-1
  a = 0.97618527, b = 0.09916601 hartree
  K = 9.2462e-05 hartree
  (1/4)dN/dE = 1.08992 hartree^-3
  leading K = 1.0899e-04 hartree
  leading state error / eps^2 = 1.71550 hartree^-2
  (omega-eps)/eps^3 at small eps = 1.44330 hartree^-2
  omega - eps in this case = 1.5852e-03 hartree
  weight in sphere = 0.87154
  residual norm rho = 1.1375e-02 hartree
  distance g to other levels = 0.9506 hartree
  bound on |E_lin - E_trial| = 1.3613e-04 hartree
  actual |E_lin - E_trial| = 5.2265e-05 hartree
s band top, reference energy: -0.40423169 hartree
s band width: 0.124847 hartree
Enu at mid-band: -0.466655 hartree
  bottom: error with u only 1.6288e-02 hartree, with u and udot 5.8188e-06 hartree = 0.158 meV
  top: error with u only 4.2031e-02 hartree, with u and udot 7.5208e-06 hartree = 0.205 meV
```
